# Miller–Schwartz–Tromp rate formulas and the free-particle flux-flux function

A classical thermal rate can be computed by placing a surface between reactants and products and counting the trajectories that cross it and end as products. Some selection of this kind is needed, because the thermal average of the net flux through any surface is zero, classically and quantum mechanically alike: equilibrium sends as much to the left as to the right. Quantum mechanics obstructs the classical selection. One cannot keep just the particles that sit on the surface with positive momentum, since position and momentum have no joint distribution. One could solve the scattering problem at every energy and average the transmission probability, but that asks for far more than one number. The theorem below obtains the rate from a trace that needs no scattering states: the flux at one time is correlated with the side of the surface, or with the flux, at a later time.

## Setting and conventions

Atomic units are used in the algebra, so \(\hbar=1\); \(\hbar\) is restored for numbers. A particle of mass \(m\) moves on a line with

\[
H=\frac{p^2}{2m}+V(x),\qquad \beta=\frac{1}{k_BT}.
\]

The potential is real, smooth, bounded and short-ranged, tends to zero on both sides, and has no bound states. Reactants are on the left, products on the right. For a surface at \(x=s\), define

\[
h_s=\theta(x-s),\qquad F_s=i[H,h_s],\qquad X(t)=e^{iHt}Xe^{-iHt}.
\]

Since \(h_s\) measures the probability of being to the right of \(s\), its rate of change \(F_s\) is the flux to the right. Two surfaces \(s_1,s_2\) are allowed, with \(h_j=h_{s_j}\) and \(F_j=F_{s_j}\).

Let \(|p+\rangle\) be the scattering state with incoming momentum \(p\), energy \(E=p^2/2m\) and normalization \(\langle p'+|p+\rangle=\delta(p-p')\). Two standard facts of short-range scattering are assumed. Without bound states, these states are complete. And as \(t\to-\infty\), \(e^{-iHt}|\psi\rangle\) approaches in norm a free packet \(e^{-ip^2t/2m}|\phi\rangle\) with momentum amplitude \(\tilde\phi(p)=\langle p+|\psi\rangle\).

**What the rate means.** Particles that came from the left in thermal equilibrium are described by

\[
e^{-\beta H}P_{\rm in},\qquad P_{\rm in}=\int_0^\infty dp\,|p+\rangle\langle p+| .
\]

The incoming wave is \(e^{ipx}/\sqrt{2\pi}\), of density \(1/2\pi\). This operator is therefore the right-moving supply of a reactant gas whose density, both directions included, is

\[
Q_r=\int_{-\infty}^{\infty}\frac{dp}{2\pi}\,e^{-\beta p^2/2m}=\sqrt{\frac{m}{2\pi\beta}},
\]

the reactant partition function per unit length. The rate constant \(k\) is the product flux divided by the reactant density, so the flux in this state is \(kQ_r\). On a line, \(k\) has the dimension of a velocity.

## Theorem

Under these assumptions, for any \(s_1\) and \(s_2\),

\[
kQ_r=\lim_{t\to\infty}C_{fs}(t),\qquad
C_{fs}(t)=\mathrm{Tr}\!\left[e^{-\beta H/2}F_1e^{-\beta H/2}h_2(t)\right],
\]

\[
kQ_r=\int_0^\infty C_{ff}(t)\,dt,\qquad
C_{ff}(t)=\mathrm{Tr}\!\left[e^{-\beta H/2}F_1e^{-\beta H/2}F_2(t)\right].
\]

For \(V=0\), with \(a=\beta/2\), \(R=\sqrt{t^2+a^2}\) and \(d=s_2-s_1\),

\[
C_{ff}(t)=\frac{1}{4\pi}\left[\frac{a}{R^3}+\frac{2md^2t^2}{R^5}\right]e^{-mad^2/R^2},
\qquad
C_{fs}(t)=\frac{1}{2\pi\beta}\,\frac{t}{R}\,e^{-mad^2/R^2}.
\]

## Lemma 1: the thermal flux operator has finite rank

The potential commutes with \(h_s\), and \([p,h_s]=-i\,\delta(x-s)=-i|s\rangle\langle s|\). Using \([p^2,h_s]=p[p,h_s]+[p,h_s]p\),

\[
F_s=\frac{i}{2m}(-i)\big(p|s\rangle\langle s|+|s\rangle\langle s|p\big)
=\frac{1}{2m}\big(p|s\rangle\langle s|+|s\rangle\langle s|p\big).
\]

Define \(|u\rangle=e^{-\beta H/2}|s_1\rangle\) and \(|v\rangle=e^{-\beta H/2}p|s_1\rangle\). Their squared norms are the thermal kernel \(\langle x|e^{-\beta H}|y\rangle\) and its mixed derivative at \(x=y=s_1\), which are finite because the kernel is smooth. Hence

\[
B\equiv e^{-\beta H/2}F_1e^{-\beta H/2}=\frac{1}{2m}\big(|v\rangle\langle u|+|u\rangle\langle v|\big)
\]

has rank at most two. For a bounded Hermitian \(X\),

\[
\mathrm{Tr}[BX]=\frac{1}{2m}\big(\langle u|X|v\rangle+\langle v|X|u\rangle\big)=\frac1m\,\mathrm{Re}\,\langle u|X|v\rangle .
\]

The trace is thus one ordinary matrix element between normalizable states, and a limit of matrix elements of \(X\) may be taken inside it.

## Lemma 2: the distant past sorts particles by origin

For normalizable \(\psi,\psi'\) and any \(s\),

\[
\lim_{t\to-\infty}\langle\psi'|\,[1-h_s(t)]\,|\psi\rangle=\langle\psi'|P_{\rm in}|\psi\rangle .
\]

*Proof.* By the asymptotic condition, \(e^{-iHt}|\psi\rangle\) may be replaced by a free packet. Expanding the square in the free propagator,

\[
\phi_t(x)=\sqrt{\frac{m}{2\pi it}}\;e^{imx^2/2t}\int dy\,e^{-imxy/t}\,e^{imy^2/2t}\phi(y).
\]

As \(|t|\to\infty\), \(e^{imy^2/2t}\phi(y)\to\phi(y)\) in norm by dominated convergence. The remaining operations, a Fourier transform, a change of scale and a phase, preserve the norm. Up to an error that vanishes in norm,

\[
\phi_t(x)\simeq\sqrt{\frac{m}{it}}\;e^{imx^2/2t}\,\tilde\phi\!\left(\frac{mx}{t}\right).
\]

The particle is found at \(x=pt/m\). In the matrix element of \(1-h_s\), which restricts \(x\) to \(x<s\), the phases of the two packets cancel. Put \(p=mx/t\). Since \(t<0\), \(x<s\) means \(p>ms/t\), and this bound tends to zero. The limit is \(\int_0^\infty dp\,\tilde\phi'^*(p)\tilde\phi(p)=\langle\psi'|P_{\rm in}|\psi\rangle\). ∎

The position \(s\) has dropped out, which is why the long-time limit does not depend on \(s_2\). Independence of \(s_1\) follows below from the constancy of the current in a stationary state.

## Lemma 3: time reversal

\[
\mathrm{Tr}\,B=0,\qquad C_{fs}(-t)=-C_{fs}(t).
\]

*Proof.* \(H\) is real in the coordinate representation, so \(e^{-\beta H/2}\) has a real kernel and \(u(x)\) is real. Since \(\langle x|p|s_1\rangle=-i\,\partial_x\delta(x-s_1)\), \(v(x)\) is purely imaginary. Then \(\mathrm{Tr}\,B=\mathrm{Re}\langle u|v\rangle/m=0\). Complex conjugation turns \(e^{iHt}\) into \(e^{-iHt}\), so the kernel of \(h_2(-t)\) is the conjugate of that of \(h_2(t)\). With \(u^*=u\) and \(v^*=-v\),

\[
\langle u|h_2(-t)|v\rangle=-\langle u|h_2(t)|v\rangle^* ,
\]

and the real part changes sign. ∎

## Proof of the rate formulas

**The flux of the reactant-fed state.** In the scattering states,

\[
\mathrm{Tr}[BP_{\rm in}]=\int_0^\infty dp\,e^{-\beta E}\langle p+|F_1|p+\rangle,
\]

because each factor \(e^{-\beta H/2}\) gives \(e^{-\beta E/2}\). By Lemma 1, the expectation value of \(F_1\) is the probability current \(\mathrm{Re}[\psi^*(-i\psi')]/m\) at \(s_1\). In a stationary state the current is the same at every \(x\), so it may be evaluated far to the right. There the wave is \(\tau e^{ipx}/\sqrt{2\pi}\), with transmission probability \(T(E)=|\tau|^2\), and the current is \(T(E)\,p/(2\pi m)\). With \(dE=p\,dp/m\),

\[
\mathrm{Tr}[BP_{\rm in}]=\frac{1}{2\pi}\int_0^\infty dE\,e^{-\beta E}T(E)=kQ_r .
\]

**The flux-side form.** Replace \(P_{\rm in}\) by its time limit (Lemma 2), which Lemma 1 permits inside the trace, and then use both parts of Lemma 3:

\[
kQ_r=\lim_{t\to-\infty}\big\{\mathrm{Tr}\,B-C_{fs}(t)\big\}
=-\lim_{t\to-\infty}C_{fs}(t)=\lim_{t\to\infty}C_{fs}(t).
\]

**The flux-flux form.** Differentiating the Heisenberg operator,

\[
\frac{d}{dt}h_2(t)=e^{iHt}\,i[H,h_2]\,e^{-iHt}=F_2(t),
\]

so \(C_{ff}=dC_{fs}/dt\). The matrix elements of \(F_2(t)\) are finite here because the thermal factors make \(u\) and \(v\) smooth. An odd continuous function vanishes at \(t=0\), so

\[
\int_0^\infty C_{ff}(t)\,dt=\lim_{t\to\infty}C_{fs}(t)-C_{fs}(0)=kQ_r .
\]

As the derivative of an odd function, \(C_{ff}\) is even, and half its integral over all times gives the same rate. ∎

### Remark: how the Boltzmann operator is divided

For \(0<\lambda<1\), let \(B_\lambda=e^{-(1-\lambda)\beta H}F_1e^{-\lambda\beta H}\) and \(C_\lambda(t)=\mathrm{Tr}[B_\lambda h_2(t)]\). Because \(P_{\rm in}\) commutes with \(H\), \(\mathrm{Tr}[B_\lambda P_{\rm in}]\) contains the same product \(e^{-\beta E}\langle p+|F_1|p+\rangle\) and equals \(kQ_r\). Cyclicity gives \(\mathrm{Tr}\,B_\lambda=\mathrm{Tr}\,B=0\), so \(C_\lambda\to-kQ_r\) in the distant past. The kernel of \(B_\lambda\) is imaginary, so \(C_\lambda(-t)=-C_\lambda(t)^*\), and the limit at \(+\infty\) is again \(kQ_r\). At finite time \(C_\lambda\) may be complex and does depend on \(\lambda\). Such a function at one finite time is therefore not a rate.

### Remark: where the infinite-time limit fails

If \(H\) has two or more discrete levels \(E_b\) with states \(|b\rangle\), the trace contains terms

\[
B_{bc}\,(h_2)_{cb}\,e^{i(E_c-E_b)t},
\]

which for \(b\neq c\) oscillate without decay unless their coefficient vanishes. In a closed box all terms are of this kind. Its eigenfunctions in one dimension are nondegenerate and can be chosen real, so they carry no current and \(B_{bb}=0\). The long-time average of \(C_{fs}\) is then zero. A rate can still be estimated there from a plateau, if \(C_{fs}\) levels off after the crossing is decided and before reflections return from the walls.

## Evaluation for the free particle

**Coordinate form.** Let \(t_c=t-i\beta/2\) and \(A=e^{-iHt_c}=e^{-iHt}e^{-\beta H/2}\). Cyclic reordering gives \(C_{ff}=\mathrm{Tr}[F_1A^\dagger F_2A]\). Write \(K=\langle x|A|y\rangle\), with subscripts for derivatives, all taken at \(x=s_2\), \(y=s_1\). A momentum operator on the left gives \(-i\partial_x\); on the right, integration by parts gives \(+i\partial_y\):

\[
\langle s_2|pA|s_1\rangle=-iK_x,\quad
\langle s_2|Ap|s_1\rangle=iK_y,\quad
\langle s_2|pAp|s_1\rangle=K_{xy}.
\]

Elements of \(A^\dagger\) are the conjugates, for example \(\langle s_1|A^\dagger p|s_2\rangle=(-iK_x)^*=iK_x^*\). The two terms in each flux operator produce four products:

\[
\begin{aligned}
\langle s_1|A^\dagger p|s_2\rangle\langle s_2|Ap|s_1\rangle&=(iK_x^*)(iK_y)=-K_x^*K_y,\\
\langle s_1|A^\dagger|s_2\rangle\langle s_2|pAp|s_1\rangle&=K^*K_{xy},\\
\langle s_1|pA^\dagger p|s_2\rangle\langle s_2|A|s_1\rangle&=K_{xy}^*K,\\
\langle s_1|pA^\dagger|s_2\rangle\langle s_2|pA|s_1\rangle&=(-iK_y^*)(-iK_x)=-K_y^*K_x.
\end{aligned}
\]

The last two are the conjugates of the second and the first. With the prefactor \(1/4m^2\),

\[
C_{ff}(t)=\frac{1}{2m^2}\,\mathrm{Re}\big[K^*K_{xy}-K_x^*K_y\big].
\]

This holds for any potential in the theorem.

**The kernel.** For \(V=0\), insert momentum states and use \(\int dp\,e^{-\alpha p^2+ipz}=\sqrt{\pi/\alpha}\,e^{-z^2/4\alpha}\) with \(z=x-y\) and \(\alpha=it_c/2m\). The integral converges because \(\mathrm{Re}\,\alpha=\beta/4m>0\):

\[
K=\frac{1}{2\pi}\int dp\,e^{ipz-ip^2t_c/2m}=\sqrt{\frac{m}{2\pi it_c}}\;e^{imz^2/2t_c}.
\]

At \(z=d\), since \(K\) depends on \(x-y\) alone,

\[
K_x=\frac{imd}{t_c}K,\qquad K_y=-K_x,\qquad
K_{xy}=-K_{xx}=\left[-\frac{im}{t_c}+\frac{m^2d^2}{t_c^2}\right]K .
\]

**Real parts.** With \(t_c=t-ia\), \(1/t_c=(t+ia)/R^2\), so

\[
\mathrm{Re}\frac{-i}{t_c}=\frac{a}{R^2},\qquad
\mathrm{Re}\frac{1}{t_c^2}=\frac{t^2-a^2}{R^4},\qquad
\frac{1}{|t_c|^2}=\frac{t^2+a^2}{R^4}.
\]

The term \(-K_x^*K_y=|K_x|^2\) supplies the last of these, multiplied by \(m^2d^2|K|^2\). In the sum \(a^2\) cancels:

\[
\mathrm{Re}[K^*K_{xy}-K_x^*K_y]=|K|^2\left[\frac{ma}{R^2}+\frac{2m^2d^2t^2}{R^4}\right].
\]

Since \(\mathrm{Re}(i/t_c)=-a/R^2\), \(|K|^2=(m/2\pi R)\,e^{-mad^2/R^2}\). Multiplication by \(1/2m^2\) gives the \(C_{ff}\) of the theorem.

**The time integral.** Use \(\frac{d}{dt}(t/R)=a^2/R^3\) and \(\frac{d}{dt}e^{-mad^2/R^2}=(2mad^2t/R^4)\,e^{-mad^2/R^2}\):

\[
\frac{d}{dt}\left[\frac tR\,e^{-mad^2/R^2}\right]
=a\left[\frac{a}{R^3}+\frac{2md^2t^2}{R^5}\right]e^{-mad^2/R^2}=4\pi a\,C_{ff}(t).
\]

The bracket on the left vanishes at \(t=0\), and \(4\pi a=2\pi\beta\), which gives the stated \(C_{fs}\). As \(t\to\infty\) it tends to \(1/2\pi\beta\) for every \(d\), in agreement with the transmission formula at \(T(E)=1\). ∎

## Physical content

For coincident surfaces and with \(\hbar\) restored, so that \(a=\hbar\beta/2\),

\[
C_{ff}(t)=\frac{k_BT}{h}\,\frac{a^2}{(t^2+a^2)^{3/2}},\qquad \int_0^\infty C_{ff}\,dt=\frac{k_BT}{h}.
\]

The mass has disappeared. A classical free particle leaves the surface at once and never returns, so its \(C_{fs}\) jumps to its final value at \(t=0^+\). The quantum function rises over a time of order \(\hbar\beta/2\), and the jump is recovered as \(a\to0\). The mass returns on division by \(Q_r=\sqrt{mk_BT/2\pi\hbar^2}\):

\[
k=\frac{k_BT}{h\,Q_r}=\sqrt{\frac{k_BT}{2\pi m}},
\]

the one-way flux of a Maxwell gas per unit density, with no \(\hbar\) left.

For separated surfaces, the classical counterpart weights each particle by its flux at both crossings:

\[
C_{ff}^{\rm cl}=\int\frac{dx\,dp}{2\pi\hbar}\,e^{-\beta p^2/2m}\frac{p^2}{m^2}\,\delta(x-s_1)\,\delta\!\left(x+\frac{pt}{m}-s_2\right)
=\frac{md^2}{2\pi\hbar t^3}\,e^{-\beta md^2/2t^2},
\]

where the second delta function sets \(p=md/t\) and contributes \(m/t\). The quantum result, with \(\hbar\) restored,

\[
C_{ff}=\frac{1}{4\pi}\left[\frac{a}{R^3}+\frac{2md^2t^2}{\hbar R^5}\right]e^{-mad^2/\hbar R^2},
\]

reduces to this when \(t\gg a\), the second term dominates, and the difference of the two exponents, \(ma^3d^2/\hbar t^2R^2\), is small. Setting the derivative of \(-3\ln t-\beta md^2/2t^2\) to zero puts the classical peak at \(t=d\sqrt{\beta m/3}\). At that time the difference of the exponents is \(3a^2/2R^2\), and all three conditions amount to \(md^2\gg\hbar^2\beta\): the separation must be large compared with \(\hbar\sqrt{\beta/m}\), which is the thermal wavelength \(1/Q_r\) divided by \(\sqrt{2\pi}\).

## Worked example

Take a model particle of 2000 electron masses, \(m=113.71\) eV fs²/Å², at \(k_BT=0.025\) eV. Then

\[
a=\frac{\hbar}{2k_BT}=\frac{0.65821}{0.050}=13.164\ \text{fs},\qquad \frac{k_BT}{h}=6.045\times10^{-3}\ \text{fs}^{-1},
\]

or \(6.045\times10^{12}\) s⁻¹.

**One surface.** The initial value is \(C_{ff}(0)=1/(4\pi a^2)=4.592\times10^{-4}\) fs⁻². At \(t=a\) it has fallen by \(2^{3/2}\) to \(1.624\times10^{-4}\) fs⁻², while \(C_{fs}\) has reached \(1/\sqrt2\) of its limit, \(4.274\times10^{-3}\) fs⁻¹. The approach is algebraic, \(t/R\simeq1-a^2/2t^2\), so 99% of the limit is reached at 92.4 fs, about \(7a\). With \(Q_r=1.0219\) Å⁻¹,

\[
k=\frac{6.045\times10^{-3}}{1.0219}=5.915\times10^{-3}\ \text{Å/fs}.
\]

**Surfaces 1 Å apart.** At \(t=0\) the exponent is

\[
\frac{md^2}{\hbar a}=\frac{113.71}{0.65821\times13.164}=13.12,
\]

and \(C_{ff}(0)\) drops to \(9.17\times10^{-10}\) fs⁻². The function peaks at 38.3 fs, against the classical 38.9 fs. For 10 Å the two times are 389.3 and 389.4 fs. The area is \(6.045\times10^{-3}\) fs⁻¹ for coincident surfaces and for \(d=1\) Å alike.

**A barrier.** For \(V=V_0\,\mathrm{sech}^2(x/w)\) with \(V_0=0.1\) eV and \(w=0.3\) Å, integrating the Schrödinger equation for \(T(E)\) gives \(kQ_r=2.055\times10^{-4}\) fs⁻¹. Traces evaluated from their definition in a 60 Å box give, at 400 fs, values within about \(10^{-4}\) of this, relative to it, for three pairs of surfaces. With both surfaces at the barrier top, \(s_1=s_2=0\), dividing the Boltzmann operator as 0.7/0.3 leaves the late value at \(2.055\times10^{-4}\) fs⁻¹. At 10 fs, however, the real part is \(1.635\times10^{-4}\) fs⁻¹, against \(1.477\times10^{-4}\) fs⁻¹ for the equal division.

A classical particle crosses if \(E>V_0\), so its \(kQ_r\) is \((k_BT/h)e^{-V_0/k_BT}=1.107\times10^{-4}\) fs⁻¹. The quantum rate is 1.86 times the classical one: for this barrier and temperature, transmission below the top outweighs reflection above it. The numerical check also confirms the free-particle formulas against box traces at \(d=0\) and \(d=1\) Å.

## Numbers as computed

```
mass                              2000 m_e
mass in program units             113.713 eV fs^2/A^2
kT                                0.025 eV
temperature                       290.1 K
hbar                              0.658212 eV fs
a = hbar beta/2                   13.1642 fs
kT/h                              6.044973e-03 1/fs
kT/h converted                    6.0450e+12 1/s
free C_ff(0), one surface         4.59197e-04 1/fs^2
free particle: d (A), t (fs), C_ff formula (1/fs^2),
               C_ff box trace (1/fs^2), C_fs formula (1/fs)
  0.0    0.000 4.59197e-04 4.59197e-04 0.00000e+00
  0.0    6.582 3.28574e-04 3.28574e-04 2.70339e-03
  0.0   13.164 1.62350e-04 1.62350e-04 4.27444e-03
  0.0   26.328 4.10718e-05 4.10718e-05 5.40679e-03
  0.0   52.657 6.55127e-06 6.55127e-06 5.86449e-03
  0.0   92.150 1.29880e-06 1.29880e-06 5.98422e-03
  1.0    0.000 9.17422e-10 9.17423e-10 0.00000e+00
  1.0    6.582 5.66143e-08 5.66143e-08 7.45360e-08
  1.0   13.164 3.24100e-06 3.24100e-06 6.04178e-06
  1.0   26.328 6.54682e-05 6.54682e-05 3.91790e-04
  1.0   52.657 7.78121e-05 7.78121e-05 2.71000e-03
  1.0   92.150 2.66945e-05 2.66945e-05 4.60277e-03
area under C_ff, d = 0.0 A        6.044973e-03 1/fs
area under C_ff, d = 1.0 A        6.044973e-03 1/fs
time when C_fs is 99% of kT/h     92.39 fs
Q_r per length                    1.02192 1/A
free rate k = (kT/h)/Q_r          5.91529e-03 A/fs
one-way Maxwell flux/density      5.91529e-03 A/fs
C_ff peak time, d = 1 A           38.30 fs
classical peak time, d = 1 A      38.94 fs
C_ff peak time, d = 10 A          389.31 fs
classical peak time, d = 10 A     389.38 fs
barrier height                    0.10 eV
barrier width parameter           0.30 A
barrier k Q_r from transmission   2.05468e-04 1/fs
C_fs(400 fs), s1= 0.0 s2=0.0 A   2.05451e-04 1/fs
C_fs(400 fs), s1= 0.0 s2=0.3 A   2.05451e-04 1/fs
C_fs(400 fs), s1=-0.3 s2=0.3 A   2.05448e-04 1/fs
same, s1=s2=0, split 0.7/0.3      2.05451e-04 1/fs
C_fs(10 fs), equal split          1.47708e-04 1/fs
C_fs(10 fs), split 0.7/0.3 (real) 1.63509e-04 1/fs
classical (kT/h) exp(-V0/kT)      1.10718e-04 1/fs
quantum/classical rate ratio      1.8558
```
